# The Mott density of shallow donors and its thermal correction

## The form of the answer

Consider shallow donors at random positions in a three-dimensional semiconductor. Each supplies one electron to an isotropic, parabolic band of mass $m$. At zero temperature, without compensation or other disorder, the Hamiltonian contains $\hbar$, $m$ and the strength of the Coulomb interaction,

$$\kappa=\frac{e^2}{4\pi\varepsilon_0\varepsilon},$$

where $\varepsilon$ is the static relative permittivity. A length $\hbar^\alpha m^\beta\kappa^\gamma$ must satisfy

$$\alpha+\beta+\gamma=0,\qquad 2\alpha+3\gamma=1,\qquad -\alpha-2\gamma=0$$

for mass, length and time. The last equation gives $\alpha=-2\gamma$. The second then gives $\gamma=-1$, so $\alpha=2$ and $\beta=-1$. The one available length is

$$a=\frac{\hbar^2}{m\kappa}=\frac{\varepsilon}{m/m_e}\,a_0,$$

with $a_0$ the Bohr radius of hydrogen. If the donors change from insulating to metallic at a density $n_c$, then $n_ca^3$ must be a pure number:

$$n_c^{1/3}a=C,\qquad n_c=\left(\frac{C}{a}\right)^3. \tag{1}$$

Dimensional analysis cannot supply $C$. The Mott criterion adopts the empirical value $C=0.26$. For $a=1.59$ nm,

$$n_c=\left(\frac{0.26}{1.59\ \mathrm{nm}}\right)^3=(0.16352\ \mathrm{nm^{-1}})^3=0.00437\ \mathrm{nm^{-3}}.$$

Since $1\ \mathrm{nm}=10^{-7}$ cm, one $\mathrm{nm^{-3}}$ is $10^{21}\ \mathrm{cm^{-3}}$, and

$$n_c\approx4.4\times10^{18}\ \mathrm{cm^{-3}}.$$

This counts electrically active donors, whether hydrogen or an intentional dopant, and not all impurity atoms.

Temperature adds the energy $\theta=k_BT$, so $C$ may then depend on $\theta$ divided by a donor energy. Equation (1) is the leading term as this ratio tends to zero. Once the size of $C$ has been traced to screening, the effect of temperature on that screening can be estimated.

## The isolated donor

For an s state write the wavefunction as $u(r)/r$. The radial equation is

$$-\frac{\hbar^2}{2m}u''-\frac{\kappa}{r}u=Eu.$$

Try $u=re^{-r/a}$, for which $u''=(-2/a+r/a^2)e^{-r/a}$. Substitution gives

$$\left(\frac{\hbar^2}{ma}-\kappa\right)e^{-r/a}-\frac{\hbar^2}{2ma^2}\,re^{-r/a}=E\,re^{-r/a}.$$

The first bracket must vanish, which reproduces $a=\hbar^2/(m\kappa)$. The remaining terms give the binding energy

$$E_b=\frac{\hbar^2}{2ma^2}=\frac{\kappa}{2a}. \tag{2}$$

The solution has no node, so it is the ground state. Its radial density $u^2$ peaks where $u'=(1-r/a)e^{-r/a}=0$, at $r=a$.

For the example take $\varepsilon=9$. Then $a=1.59$ nm implies $m\approx0.30\,m_e$, and (2) gives $E_b=50.3$ meV.

The donors at $n_c$ are not far apart on this scale. The length $n_c^{-1/3}=a/0.26$ is 6.1 nm, or $3.85a$. For random positions the typical nearest neighbour is closer. The probability of finding no other donor within $r$ is $e^{-4\pi nr^3/3}$, and the mean nearest distance is the integral of this probability:

$$\int_0^\infty e^{-4\pi nr^3/3}\,dr=\Gamma\!\left(\tfrac43\right)\left(\frac{3}{4\pi n}\right)^{1/3}.$$

At $n_c$ it is 3.4 nm, about two Bohr radii. Neighbouring orbitals overlap substantially.

## Why the constant is of this size

Suppose that all donor electrons are free, and ask whether one donor could recapture an electron through the screened attraction. If it could not, the metallic state is consistent with itself.

**Counting states.** With two spins and a density $1/(2\pi)^3$ of wavevectors per unit volume,

$$n=2\,\frac{1}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}. \tag{3}$$

Thus $n\propto E_F^{3/2}$ and, at zero temperature, $dn/d\mu=3n/(2E_F)$, where $\mu$ is the chemical potential.

**Linear response.** Let $U(r)$ be the potential energy of an electron near the donor. In the Thomas-Fermi approximation $U$ shifts the local band edge while $\mu$ stays fixed, so to first order $\delta n=-(dn/d\mu)U$. The other donors are replaced by a uniform positive background. Poisson's equation, multiplied by the electron charge $-e$, becomes

$$\nabla^2U=4\pi\kappa\left[\delta(\mathbf r)-\delta n\right]=4\pi\kappa\,\delta(\mathbf r)+q^2U,\qquad q^2=4\pi\kappa\frac{dn}{d\mu}. \tag{4}$$

Away from the origin this reads $(rU)''=q^2(rU)$. The decaying solution with the correct Coulomb behaviour at the donor is

$$U=-\frac{\kappa}{r}e^{-qr}.$$

The induced electron number is $\int4\pi r^2\,\delta n\,dr=q^2\int_0^\infty re^{-qr}dr=1$, so the cloud neutralizes the donor.

**The dimensionless screening strength.** Let $s=qa$. Since $\hbar^2/m=\kappa a$, the Fermi energy is $E_F=\kappa ak_F^2/2$. Using (3),

$$\frac{3n}{2E_F}=\frac{k_F^3/\pi^2}{\kappa ak_F^2}=\frac{k_F}{\pi^2\kappa a}.$$

Multiplication by $4\pi\kappa a^2$ gives

$$s^2=\frac4\pi k_Fa=\frac4\pi(3\pi^2)^{1/3}\,n^{1/3}a. \tag{5}$$

Inverting this relation,

$$n^{1/3}a=\frac{\pi}{4(3\pi^2)^{1/3}}\,s^2=0.254\,s^2. \tag{6}$$

A critical value of $s$ therefore fixes a value of $C$.

## Weak screening, and where its expansion stops helping

Measure length in $a$ and energy in $\kappa/a=2E_b$. The screened problem is

$$-\tfrac12u''-\frac{e^{-sr}}{r}u=\epsilon u.$$

For small $s$, relative to the unscreened donor, the perturbation is

$$\frac{1-e^{-sr}}{r}=s-\frac{s^2r}{2}+O(s^3).$$

The normalized unperturbed density is $4r^2e^{-2r}$, so

$$\langle r\rangle=4\int_0^\infty r^3e^{-2r}dr=4\cdot\frac{6}{16}=\frac32.$$

First-order perturbation theory gives

$$\epsilon=-\frac12+s-\frac34s^2+O(s^3). \tag{7}$$

The term $s$ is a constant shift and mixes no states. Mixing starts with the $s^2$ term, so second-order perturbation theory enters at $s^4$ and leaves the terms shown unchanged. The binding energy is

$$-2E_b\,\epsilon=E_b\left(1-2s+\frac32s^2+\cdots\right).$$

By (5), $s\propto n^{1/6}$, so dilution weakens screening slowly. At $10^{17}\ \mathrm{cm^{-3}}$, $s=0.539$. The first two terms give a factor $1-1.078=-0.078$, which wrongly predicts no binding. The next term raises the factor to $0.358$, or 18 meV. The numerical solution gives 13 meV. The quadratic correction restores the right sign, but the expansion is already poor.

Cut off at this order, it cannot locate the loss of binding. The equation $1-2s+\frac32s^2=0$ has discriminant $4-6=-2$ and no real root. A method that does not assume small $s$ is needed.

## Two marks for the loss of binding

Use the normalized trial function $u=2b^{3/2}re^{-br}$ with adjustable $b>0$. Its kinetic energy is

$$\frac12\int_0^\infty u'^2dr=2b^3\int_0^\infty(1-br)^2e^{-2br}dr
=2b^3\left(\frac1{2b}-\frac1{2b}+\frac1{4b}\right)=\frac{b^2}{2}.$$

The potential energy is

$$-4b^3\int_0^\infty re^{-(2b+s)r}dr=-\frac{4b^3}{(2b+s)^2}.$$

The total is negative when $(2b+s)^2<8b$, or

$$s<2\sqrt{2b}-2b=1-2\left(\sqrt b-\frac1{\sqrt2}\right)^2.$$

The largest right-hand side is 1, reached at $b=\frac12$. By the variational principle a bound state therefore exists for every $s<1$. The value $s=1$, where the screening length equals the Bohr radius, is the limit of this trial function and a lower bound on the true threshold. In (6) it gives

$$C=0.254,\qquad n=4.1\times10^{18}\ \mathrm{cm^{-3}}.$$

The threshold itself follows from the radial equation at $\epsilon=0$. Beyond the range of the potential $u''=0$, so $u$ is a straight line. A bound state with vanishing binding energy has an infinitely long tail, and the line becomes horizontal. Numerical integration finds this at $s=1.19$, which gives

$$C=0.254\times(1.19)^2\approx0.36,\qquad n=1.2\times10^{19}\ \mathrm{cm^{-3}}.$$

The adopted 0.26 lies between the two marks and near the lower one. At $n_c$, $s=1.01$ and the screened binding energy is 0.9 meV, 1.8 per cent of the isolated value. Solutions on a radial grid and in a basis of exponentials both give 0.907 meV. Within this model, the 0.26 criterion marks a density at which binding has almost gone, not one at which it is zero.

The two marks differ by a factor of nearly three in density because $C$ is cubed. The Thomas-Fermi approximation also requires the potential to vary slowly on the scale $1/k_F$, whereas here $q/k_F=1.26$. The linear response in (4) further requires $|U|\ll E_F$, but at $n_c$ the ratio $|U|/E_F$ is already 1.1 at $r=a$ and grows towards the donor. Equation (3) also omits exchange between the electrons, which adds $-\kappa k_F/\pi$ to $\mu$. Including it multiplies $dn/d\mu$ at $n_c$ by $1/[1-1/(\pi k_Fa)]=1.65$. In the same Thomas-Fermi form, $s$ then rises from 1.01 to 1.30. The electrostatic potential alone would be past the threshold of 1.19. A captured electron, however, also feels the exchange potential of the induced cloud, and in this local form that multiplies the attraction by the same factor 1.65. A screened potential of strength $Z$ has energy $Z^2\epsilon(s/Z)$, so with $s/Z=0.79$ the binding rises to about 13 meV instead of vanishing. The local form is not reliable close to the donor, so neither result can be trusted, but their spread shows how sensitive the binding is. The weak binding found at $n_c$ is therefore a property of the simple model, not a prediction for a real sample. The argument makes a $C$ of a few tenths plausible, but does not determine its value.

## The first thermal correction

At finite temperature, define a comparison density by requiring the same screening length as at $n_c$ and zero temperature. This keeps the screened donor potential fixed. It describes how a free electron gas screens, and does not define a sharp transition at finite temperature.

Write the band density of states as $A\sqrt E$ and the Fermi function as $f$. Integration by parts gives

$$n=\int_0^\infty A\sqrt E\,f\,dE=\int_0^\infty\frac{2A}{3}E^{3/2}\left(-\frac{df}{dE}\right)dE.$$

For $\theta\ll\mu$ the last factor is a narrow even peak of unit area about $\mu$. Let $x=(E-\mu)/\theta$. The mean of $x^2$ over the peak is

$$2\int_0^\infty x^2\left(-\frac{d}{dx}\frac1{e^x+1}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

Expand $\frac23E^{3/2}$ about $\mu$. The linear term averages to zero. The second derivative is $\frac12\mu^{-1/2}$, so the quadratic term contributes $\frac12\cdot\frac12\mu^{-1/2}\cdot\frac{\pi^2}{3}\theta^2$, and

$$n=\frac{2A}{3}\mu^{3/2}\left[1+\frac{\pi^2}{8}\frac{\theta^2}{\mu^2}+\cdots\right]. \tag{8}$$

Differentiation gives

$$\frac{dn}{d\mu}=A\mu^{1/2}\left[1-\frac{\pi^2}{24}\frac{\theta^2}{\mu^2}+\cdots\right].$$

At fixed density $n=\frac{2A}{3}E_F^{3/2}$. With $t=\theta/E_F$, equation (8) requires

$$\mu=E_F\left(1-\frac{\pi^2}{12}t^2+\cdots\right).$$

The square root of $\mu$ contributes another $-\pi^2t^2/24$. Adding the two equal contributions,

$$\frac{q^2(T)}{q^2(0)}=1-\frac{\pi^2}{12}t^2+\cdots. \tag{9}$$

Heating at fixed free-electron density weakens screening. By (5), $q^2(0)\propto n^{1/3}$. Keeping $q$ fixed therefore requires

$$n^{1/3}\left(1-\frac{\pi^2}{12}t^2\right)=n_c^{1/3}.$$

Cubing and keeping the first correction gives

$$n=\left(\frac{0.26}{a}\right)^3\left[1+\frac{\pi^2}{4}\left(\frac{k_BT}{E_F}\right)^2+\cdots\right]. \tag{10}$$

To this order $E_F$ may be evaluated at $n_c$, where it is 32.6 meV. At 30 K, $\theta=2.585$ meV, so $t=0.079$ and the correction is $2.47\times0.0063=0.016$. The density needed for equal screening rises by only 1.6 per cent. This does not make all thermal effects small, since $\theta$ already exceeds the screened binding energy of 0.9 meV at $n_c$.

At 300 K, $\theta=25.85$ meV and $t=0.79$, which is not small. Equation (9) gives 0.48, while the full Fermi-Dirac integral gives 0.615. Equation (10) predicts a density factor of 2.56. The full calculation gives $9.0\times10^{18}\ \mathrm{cm^{-3}}$, a factor of 2.06. The correction has the right direction and rough size, but overshoots.

The opposite limit is a classical gas, $n\propto e^{\mu/\theta}$, with $dn/d\mu=n/\theta$. Equal screening then requires

$$\frac n\theta=\frac{3n_c}{2E_F},\qquad n=\frac32t\,n_c=1.19\,n_c.$$

This is too low at 300 K. Since $df/d\mu=f(1-f)/\theta$, Fermi statistics give $dn/d\mu<n/\theta$, so more electrons are needed than in the classical gas. The example lies between the two limits.

## Conduction below the critical density

At room temperature a sample with a donor density below $n_c$ can conduct because heat ionizes its donors. Consider isolated donors of density $N$, each with two spin states when neutral and no double occupation. Let $n$ now be the density of free electrons, which without compensation equals the density of ionized donors. With $\mu$ measured from the band edge, the ratio of neutral to ionized donors is

$$\frac{N-n}{n}=2e^{(\mu+E_b)/\theta}.$$

For a dilute classical gas $n=N_be^{\mu/\theta}$. The Gaussian integral over wavevectors gives

$$N_b=\frac{2}{8\pi^3}\int e^{-\hbar^2k^2/(2m\theta)}d^3k=2\left(\frac{m\theta}{2\pi\hbar^2}\right)^{3/2}.$$

Eliminating $\mu$,

$$\frac{n^2}{N-n}=K,\qquad K=\frac{N_b}{2}e^{-E_b/\theta}.$$

The positive root of $n^2+Kn-KN=0$ is $n=\frac K2(\sqrt{1+4N/K}-1)$. Multiplying above and below by $\sqrt{1+4N/K}+1$ gives

$$\frac nN=\frac{2}{1+\sqrt{1+4N/K}}.$$

At 300 K, $N_b=4.11\times10^{18}\ \mathrm{cm^{-3}}$ and $E_b/\theta=1.95$, so $K=2.9\times10^{17}\ \mathrm{cm^{-3}}$. For $N=10^{17}\ \mathrm{cm^{-3}}$ the ionized fraction is 0.79. At 10 K it is about $7\times10^{-14}$. These figures omit excited donor states, hopping between donors and screening of $E_b$. Including the eight states of the first excited level, bound by $E_b/4$, would by itself lower the fraction at 300 K to 0.69. In this model, room-temperature conduction does not show that a sample is metallic. The distinction requires low temperature.

## Reading the number for an oxide film

The most direct uncertainty is the cube in (1). At fixed $C$, a Bohr radius 10 per cent smaller gives $6.0\times10^{18}\ \mathrm{cm^{-3}}$, and one 10 per cent larger gives $3.3\times10^{18}\ \mathrm{cm^{-3}}$.

The permittivity carries a larger uncertainty. Its static value applies if the ions can follow the electron's motion. For a rough polar phonon energy of 50 meV, $E_b$ divided by the phonon energy is 1.0, so the two motions are not well separated. If the ions did not respond at all, a rough high-frequency permittivity of 4 would apply. At fixed mass, $a$ falls to 0.71 nm and $n_c$ rises by $(9/4)^3=11.4$, to $5.0\times10^{19}\ \mathrm{cm^{-3}}$. This is an extreme comparison, not a corrected estimate. Ions that follow a slowly moving electron also increase its effective mass. If $0.30\,m_e$ is the mass without this effect, putting the larger mass in (1) gives a smaller $a$ and a higher $n_c$. With the binding and phonon energies this close, however, a simple change of mass is only a rough guide.

The values $\varepsilon=9$ and $m=0.30\,m_e$ are roughly typical of indium-based oxide semiconductors, and a film thickness of 30 nm and a mobility of $10\ \mathrm{cm^2/Vs}$ are rough values for amorphous transistor films. The mass is uncertain by much more than 10 per cent. The conduction band is not parabolic, and band-edge values near $0.2\,m_e$ are reported for crystalline indium oxide. At $\varepsilon=9$ that mass gives $a=2.4$ nm and $n_c=1.3\times10^{18}\ \mathrm{cm^{-3}}$. The assumption most clearly broken in such films is the absence of disorder beyond the random donor positions. With scattering time $\tau$, mobility $\mu_e=e\tau/m$ and mean free path $l=\hbar k_F\tau/m$,

$$k_Fl=\frac{\hbar k_F^2\mu_e}{e}.$$

At $n_c$, $k_F=0.506\ \mathrm{nm^{-1}}$ and $k_Fl=0.17$. A mean free path shorter than $1/k_F$ is inconsistent with weakly scattered waves, so disorder may localize electrons even where screening has removed donor binding. Reaching $k_Fl=1$ at $n_c$ would take about $59\ \mathrm{cm^2/Vs}$. With the mobility held at 10 instead, $k_F^2$ must rise by 5.9 and the density by $5.9^{3/2}\approx14$, to about $6\times10^{19}\ \mathrm{cm^{-3}}$. This is an order-of-magnitude mark, because mobility can change with density and a room-temperature mobility also contains thermal effects. The choice $k_Fl=1$ is itself a convention, and the density factor varies as the $3/2$ power of the value chosen. A critical value of 0.32, near those reported for amorphous indium oxide, would give a factor of 2.6 instead of 14.

The film is 4.9 donor spacings thick at $n_c$. A three-dimensional estimate is reasonable there, but in a much thinner film the thickness $d$ enters the dimensional argument, and $C$ can depend on $d/a$ and on the permittivities of the surrounding layers relative to that of the film. For a thick, weakly disordered sample at low temperature, $4.4\times10^{18}\ \mathrm{cm^{-3}}$ is the Mott estimate. For an amorphous film with the mobility assumed here, the free-electron screening used to interpret this number is itself doubtful, and metallic conduction may require a density from a few times to some ten times higher, depending on the critical $k_Fl$ assumed. The numerical output lists the main values behind these comparisons.

## Computed results

```
Mott constant (adopted): 0.26
effective Bohr radius: 1.59 nm
static relative permittivity: 9.0
implied band mass: 0.2995 electron masses
isolated donor binding energy: 50.3 meV
isolated binding from radial grid: 50.3 meV
C/a: 0.16352 nm^-1
critical density: 0.004372 nm^-3
critical density: 4.372e+18 cm^-3
spacing n_c^(-1/3): 6.12 nm = 3.85 a
mean nearest-neighbour distance, formula: 3.39 nm
mean nearest-neighbour distance, sampled: 3.38 nm
Fermi wave number at n_c: 0.5059 nm^-1
Fermi energy at n_c: 32.6 meV
screening q*a at n_c: 1.0120
screening length at n_c: 1.571 nm
q/kf at n_c: 1.26
q*a where the bound state vanishes: 1.1906
Mott constant from q*a = 1: 0.2539
density from q*a = 1: 4.07e+18 cm^-3
Mott constant from loss of bound state: 0.3599
density from loss of bound state: 1.16e+19 cm^-3
at 1e+17 cm^-3: q*a = 0.539, screened binding 13.15 meV
at 1e+18 cm^-3: q*a = 0.791, screened binding 4.71 meV
screened binding at n_c: 0.907 meV
same, variational basis: 0.907 meV
shift on halving grid step: 1.1e-03 meV
shift, box 70 a to 100 a: 3.2e-08 meV
screened/isolated binding at n_c: 0.0180
n_c if a is 10% smaller: 6.00e+18 cm^-3
n_c if a is 10% larger: 3.29e+18 cm^-3
thermal energy at 300 K: 25.85 meV
Fermi energy / thermal energy at 300 K: 1.26
q^2 at 300 K / q^2 at 0 K, density n_c: 0.615
density for same screening at 300 K: 9.02e+18 cm^-3
band density of states N_c at 300 K: 4.11e+18 cm^-3
ionized fraction, 1e17 cm^-3, 300 K: 0.788
ionized fraction, 1e17 cm^-3, 10 K: 7.4e-14
high-frequency permittivity (rough): 4.0
phonon energy (rough): 50 meV
binding energy / phonon energy: 1.01
Bohr radius with high-frequency permittivity: 0.707 nm
n_c with high-frequency permittivity: 4.98e+19 cm^-3
ratio to the static estimate: 11.4
mobility (rough): 10 cm^2/Vs
kf*l at n_c for this mobility: 0.168
mobility needed for kf*l = 1: 59 cm^2/Vs
film thickness: 30 nm
film thickness / donor spacing: 4.9
```
